# The Noncollinear Dudarev Functional and Its Unitary Invariance, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: spin symmetry and the collinear limit

### What symmetry allows

A Hubbard correction for one atomic shell is an energy built from the occupations of that shell. Suppose that it is a polynomial of degree at most two in a Hermitian occupation matrix $N$, which covers all the spin-orbitals of the shell, and that it does not depend on the orthonormal basis chosen for them. It can then be evaluated in the basis where $N$ is diagonal. Since permutations of the basis are unitary, the energy is a symmetric polynomial in the eigenvalues $\lambda_k$ of $N$. Up to second degree the general form is

$$ E = c_0 + a \sum_k \lambda_k + b \sum_k \lambda_k^2 + c \Big( \sum_k \lambda_k \Big)^2 . $$

Let the correction penalize fractional occupation alone, so that it vanishes when every $\lambda_k$ is 0 or 1. With $r$ eigenvalues equal to 1 and the rest 0, this requires $c_0 + (a+b) r + c r^2 = 0$. The case $r=0$ gives $c_0=0$. The case $r=1$ gives $a+b+c=0$, and $r=2$ gives $2(a+b)+4c=0$. Together they give $c=0$ and $b=-a$, hence

$$ E = a \sum_k \lambda_k (1-\lambda_k) = a \, \mathrm{Tr}[N-N^2] . $$

The matrix $N$ is dimensionless, so $a$ is an energy. If the correction is to have curvature $-U_{\rm eff}$ with respect to a single eigenvalue, then $-2a = -U_{\rm eff}$ and $a = U_{\rm eff}/2$. The candidate is therefore

$$ E[N] = \frac{U_{\rm eff}}{2} \, \mathrm{Tr}[N-N^2], \qquad U_{\rm eff} = U-J . $$

This argument postulates the full unitary invariance. The derivation below assumes less symmetry. It starts from the known functional for collinear spins and requires invariance under rotations of spin only. The larger invariance then comes out as a result.

### The spinor occupation matrix

The shell has $M=2l+1$ orthonormal orbitals $\varphi_m$, the same for both spins. With $s = \uparrow, \downarrow$, the projection states are $|\chi_a\rangle = |\varphi_m s\rangle$, where $a=(s,m)$. The electrons occupy orthonormal spinors $\psi_i$ with weights $0 \le f_i \le 1$. The occupation matrix is

$$ N_{ab} = \sum_i f_i \, \langle \chi_a | \psi_i \rangle \langle \psi_i | \chi_b \rangle . $$

It is Hermitian and has dimension $2M$. For a normalized vector $v$, the number $v^\dagger N v$ is $\sum_i f_i |\langle v|\psi_i\rangle|^2$, where $|v\rangle = \sum_a v_a |\chi_a\rangle$. It lies between 0 and 1, and so do all the eigenvalues of $N$. In spin blocks,

$$ N = \begin{pmatrix} n^{\uparrow\uparrow} & n^{\uparrow\downarrow} \\ n^{\downarrow\uparrow} & n^{\downarrow\downarrow} \end{pmatrix}, \qquad n^{\downarrow\uparrow} = (n^{\uparrow\downarrow})^\dagger . $$

Each block is an $M \times M$ matrix. A state is called collinear here when $n^{\uparrow\downarrow}=0$ for the chosen spin axis.

### The functional for collinear spins

Write $n^s$ for $n^{ss}$ in a collinear state, $n_s = \mathrm{Tr}\, n^s$, and $n = n_\uparrow + n_\downarrow$. The simplified interaction assigns the energy $U$ to a pair of opposite spins and $U-J$ to a pair of equal spins in different orbitals. In the eigenbasis of each $n^s$, with eigenvalues $n_{ms}$, the energy is

$$ E_{\rm int} = U n_\uparrow n_\downarrow + \frac{U-J}{2} \sum_s \sum_{m \ne m'} n_{ms} n_{m's} . $$

The restricted sum is the full product minus its diagonal, $\sum_{m\neq m'} n_{ms} n_{m's} = n_s^2 - \mathrm{Tr}(n^s)^2$. The underlying density functional already contains an average of this interaction. The fully localized estimate of that average is

$$ E_{\rm dc} = \frac{U}{2} n(n-1) - \frac{J}{2} \sum_s n_s (n_s-1) . $$

Because $n^2 = \sum_s n_s^2 + 2 n_\uparrow n_\downarrow$, the quadratic part of $E_{\rm dc}$ is $U n_\uparrow n_\downarrow + \tfrac12 (U-J) \sum_s n_s^2$. The same terms occur in $E_{\rm int}$ and cancel in the difference. What remains is the trace of $(n^s)^2$ and the linear part of $E_{\rm dc}$ with its sign reversed:

$$ E_{\rm int} - E_{\rm dc} = \frac{U-J}{2} \sum_s \mathrm{Tr}\big[ n^s - (n^s)^2 \big] . $$

This is the collinear Dudarev functional. It refers to a fixed spin axis, and the task is to find its form when the spins do not share that axis.

### Density and spin parts

Any $N$ can be expanded in the unit matrix and the Pauli matrices in spin space,

$$ N = \frac12 \Big( 1 \otimes \rho + \sum_{i=x,y,z} \sigma_i \otimes m_i \Big), $$

where $\rho = n^{\uparrow\uparrow} + n^{\downarrow\downarrow}$ and the $m_i$ are Hermitian $M \times M$ matrices. Comparison of the blocks gives $m_z = n^{\uparrow\uparrow} - n^{\downarrow\downarrow}$ and $n^{\uparrow\downarrow} = \tfrac12 (m_x - i m_y)$.

A global spin rotation multiplies every spinor by the same $2\times2$ unitary matrix $u$. Since the orbitals $\varphi_m$ do not depend on spin,

$$ \langle \varphi_m s | u \psi_i \rangle = \sum_{s'} u_{ss'} \langle \varphi_m s' | \psi_i \rangle, \qquad N \to (u \otimes 1) N (u \otimes 1)^\dagger . $$

The Pauli matrices obey $u \sigma_j u^\dagger = \sum_i R_{ij} \sigma_i$ with a rotation matrix $R$. Therefore $\rho$ stays fixed and $m_i \to \sum_j R_{ij} m_j$. The three matrices turn together as the components of a vector.

### Only one extension is invariant

Let $F[N]$ be a real polynomial of degree at most two that is invariant under spin rotations and equals the collinear functional whenever $n^{\uparrow\downarrow}=0$. A rotation by $180^\circ$ about one axis reverses the other two components. This removes several kinds of terms.

1. A term linear in $m_i$, or a product of $\rho$ with $m_i$, changes sign under a $180^\circ$ turn about an axis perpendicular to $i$. It must vanish.
2. A product of $m_i$ with $m_j$, where $i\neq j$, changes sign under a $180^\circ$ turn about axis $i$. It must vanish as well.
3. Rotations by $90^\circ$ exchange the axes, up to signs that a square does not see. The quadratic forms in $m_x$, $m_y$ and $m_z$ are therefore the same form.

Hence

$$ F = c_0 + \ell(\rho) + A(\rho,\rho) + \sum_i B(m_i,m_i), $$

with a linear form $\ell$ and two quadratic forms $A$ and $B$. In a collinear state $m_x=m_y=0$, while $\rho$ and $m_z$ can be varied independently around, for example, $n^\uparrow = n^\downarrow = \tfrac12$. A polynomial known on such an open set has all its coefficients fixed. To read them off, insert $n^{\uparrow,\downarrow} = \tfrac12 (\rho \pm m_z)$. The terms mixing $\rho$ and $m_z$ cancel in the sum of squares:

$$ \sum_s \mathrm{Tr}[n^s-(n^s)^2] = \mathrm{Tr}\,\rho - \tfrac12 \mathrm{Tr}[\rho^2+m_z^2] . $$

So $c_0=0$, and the extension replaces $m_z^2$ by $\sum_i m_i^2$:

$$ F = \frac{U_{\rm eff}}{2} \Big\{ \mathrm{Tr}\,\rho - \frac12 \mathrm{Tr}\Big[\rho^2+\sum_i m_i^2\Big] \Big\} . $$

On the other hand, $\mathrm{Tr}\,\sigma_i=0$ and $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$ give $\mathrm{Tr}\,N=\mathrm{Tr}\,\rho$ and

$$ \mathrm{Tr}\,N^2 = \frac14 \cdot 2 \, \mathrm{Tr}\Big[\rho^2+\sum_i m_i^2\Big] = \frac12 \mathrm{Tr}\Big[\rho^2+\sum_i m_i^2\Big] . $$

Thus $F=E[N]$. The restriction to second degree matters for the uniqueness: spin-invariant terms of higher degree that vanish for collinear states could otherwise be added. For $M\ge2$ an example is the real cubic term $i\,\mathrm{Tr}\big([m_x,m_y]\,m_z\big)=\tfrac i3\sum_{jkl}\epsilon_{jkl}\mathrm{Tr}[m_jm_km_l]$, which is unchanged by rotations and is zero when $m_x=m_y=0$. For two orbitals, the numerical check finds 20 independent spin-invariant quadratic forms. All 20 remain independent on collinear matrices, as the argument requires.

### Proof of the full invariance

For a unitary matrix $W$ of dimension $2M$, cyclicity of the trace gives

$$ \mathrm{Tr}[WNW^\dagger] = \mathrm{Tr}\,N, \qquad \mathrm{Tr}[WNW^\dagger WNW^\dagger] = \mathrm{Tr}[WN^2W^\dagger] = \mathrm{Tr}\,N^2 . $$

Therefore $E[WNW^\dagger]=E[N]$. Three physical operations are covered.

- A global spin rotation has $W=u\otimes1$, as shown above.
- A change of projection states within the shell, $|\chi'_b\rangle = \sum_a |\chi_a\rangle W_{ab}$, gives $N' = W^\dagger N W$. Purely orbital mixing has $W=1\otimes v$. A general $W$ may entangle spin and orbit, as in the passage to states $|j,m_j\rangle$.
- The electrons themselves may be transformed inside the shell, with the space outside it left alone. This gives $N' = WNW^\dagger$.

The proof needs a fixed $U_{\rm eff}$. The first operation uses only that the orbitals are the same for both spins, and the second only that $W$ is unitary, so both hold even for overlapping projection states. The third operation, and the bounds 0 and 1 on the eigenvalues of $N$, rely on orthonormal projection states. If the new states are not a unitary combination of the old ones, because they leave the span or because an orthonormal set is replaced by an overlapping one, the matrices are in general not related by a unitary $W$, and the conclusion does not follow. If the orbitals differ between the two spins, a rotation that mixes the spins does not in general act on $N$ through the matrix $u \otimes 1$.

### The potential

With $U_{\rm eff}$ and the projection states held fixed, $\delta\,\mathrm{Tr}\,N^2 = 2\,\mathrm{Tr}[N\,\delta N]$, so that

$$ \delta E = \mathrm{Tr}[V\,\delta N], \qquad V = U_{\rm eff}\big(\tfrac12-N\big) . $$

The corresponding operator on the spinors is $\sum_{ab}|\chi_a\rangle V_{ab}\langle\chi_b|$. It transforms as $V\to WVW^\dagger$, like $N$ itself. Its spin-flip block is $-U_{\rm eff}\,n^{\uparrow\downarrow}$. An eigenstate of $N$ with $\lambda>\tfrac12$ is lowered for $U_{\rm eff}>0$, and one with $\lambda<\tfrac12$ is raised.

### What the spin-flip blocks do

Multiplying out the blocks gives $\mathrm{Tr}\,N^2 = \sum_s\mathrm{Tr}(n^{ss})^2 + 2\,\mathrm{Tr}[n^{\uparrow\downarrow}n^{\downarrow\uparrow}]$. A truncated functional $E_{\rm tr}$ that keeps the diagonal blocks alone therefore differs by

$$ E_{\rm tr}-E = U_{\rm eff}\,\mathrm{Tr}[n^{\uparrow\downarrow}n^{\downarrow\uparrow}] = U_{\rm eff}\sum_{mm'}|n^{\uparrow\downarrow}_{mm'}|^2 , $$

which is not negative for $U_{\rm eff}>0$. Take a collinear state with $m_z=m$ and turn its spins by $\theta$ about the $y$ axis. Then $m_x=m\sin\theta$, $m_y=0$ and $n^{\uparrow\downarrow}=\tfrac12m\sin\theta$, so

$$ E_{\rm tr}-E = \frac{U_{\rm eff}}{4}\sin^2\theta\;\mathrm{Tr}\,m^2 . $$

The truncated energy prefers the arbitrary quantization axis. Its derivative $\tfrac14U_{\rm eff}\sin2\theta\,\mathrm{Tr}\,m^2$ acts as a torque although no physical anisotropy has been included.

Consider a model d shell with $U=0.40$ Ry and $J=0.06$ Ry, so $U_{\rm eff}=0.34$ Ry. The occupations are 0.98, 0.96, 0.96, 0.94, 0.94 for spin up and 0.10, 0.20, 0.20, 0.35, 0.35 for spin down, in the same orbital order. The pair energy is 5.5894 Ry and the double counting 5.4068 Ry. Their difference is $E=0.1826$ Ry, a small remainder of two large numbers. The squared differences of the occupations add up to $\mathrm{Tr}\,m^2=2.6258$. At $90^\circ$ the truncation error is

$$ \frac{0.34\times2.6258}{4}\ \text{Ry} = 0.2232\ \text{Ry} = 3.04\ \text{eV}, $$

which exceeds $E$ itself. At $30^\circ$ it is a quarter of this, 0.0558 Ry, while $E$ stays at 0.1826 Ry for every angle. The false torque is largest at $45^\circ$, where the derivative is 0.2232 Ry per radian.

The potential shows the same loss. For the first orbital at $90^\circ$ the diagonal elements of $N$ are $(0.98+0.10)/2=0.54$ and the spin-flip element is $(0.98-0.10)/2=0.44$. Hence the diagonal elements of $V$ are $0.34\times(0.50-0.54)=-0.0136$ Ry and the spin-flip element is $-0.34\times0.44=-0.1496$ Ry. The levels are their sum and difference, $-0.1632$ and $0.1360$ Ry. Without the spin-flip element both levels lie at $-0.0136$ Ry, and the spin splitting from the correction is gone.

## Second derivation: mean field of a spin-invariant interaction

### Symbols and results carried over

The shell has $M$ orbitals and the spinor occupation matrix $N=\tfrac12(1\otimes\rho+\sum_i\sigma_i\otimes m_i)$, with spin blocks $n^{ss'}$. The electron number is $n=\mathrm{Tr}\,N$. The first derivation extended the collinear functional to

$$ E[N] = \frac{U_{\rm eff}}{2}\mathrm{Tr}[N-N^2], \qquad U_{\rm eff}=U-J, $$

and showed that $E$ is unchanged by every unitary mixing of the $2M$ spin-orbitals. It used no interaction operator. The second derivation starts from one, so that the treatment of $J$ can be examined. The total moment is written $\mu_i=\mathrm{Tr}[(\sigma_i\otimes1)N]=\mathrm{Tr}\,m_i$, with $\mu^2=\sum_i\mu_i^2$.

### An interaction with two parameters

Let $a^\dagger_p$ create an electron in spin-orbital $p$ of the shell. Define the number operator $\hat n=\sum_p a^\dagger_pa_p$ and the total spin $\hat S_i=\sum_{pq}(\tfrac12\sigma_i\otimes1)_{pq}\,a^\dagger_pa_q$, in units of $\hbar$. The model interaction is

$$ \hat H = \frac12\Big(U-\frac J2\Big)(\hat n^2-\hat n) - J\Big(\hat{\mathbf S}^2-\frac34\hat n\Big) . $$

It commutes with spin rotations and with unitary mixing of the orbitals, because $\hat n$ and $\hat{\mathbf S}$ do not distinguish one orbital from another. For one electron both brackets vanish, so there is no self-interaction. For two electrons $\hat n^2-\hat n=2$, and the second bracket is $\hat{\mathbf S}^2-\tfrac32$. It equals $\tfrac12$ in a triplet and $-\tfrac32$ in a singlet. The pair energies are

$$ E_{\rm triplet}=U-\frac J2-\frac J2=U-J, \qquad E_{\rm singlet}=U-\frac J2+\frac{3J}2=U+J . $$

Parallel spins thus cost $U-J$, as in the collinear model. A determinant with opposite spins in two different orbitals is half singlet and half triplet, with mean energy $U$, again as in that model. Two electrons in the same orbital can form a singlet only, and they cost $U+J$. The collinear model assigns them $U$. This one difference reappears below as an extra term.

Spin-rotation invariance and the restriction to second degree have fixed $E[N]$ as the only extension of the collinear functional, and a spin-invariant interaction $\hat H$ has been set up with its pair energies. It remains to take the mean-field average of $\hat H$, subtract the double counting, and examine the extra term in $J$ that separates the result from $E[N]$.

Numbers in the example were calculated in double precision.
